# Mean of energy ratios versus ratio of sums in population Monte Carlo

## Question

My projector Monte Carlo code carries a population of weighted walkers. At every step $k$ it writes out a numerator $N_k$ (the weighted sum of local energies) and a denominator $D_k$ (the total weight). I compute the energy $R_k=N_k/D_k$ of each step and average it over the run. A colleague adds up all the $N_k$, adds up all the $D_k$, and divides once.

I took these to be two ways of writing the same average, with a difference that would fade as the run grew. Yet our results differ by a few millihartree, and longer runs do not bring them together. Which is right, and where does the difference come from? And if I reset the total weight to the same value after every step, the two results coincide. Does that cure the problem?

## Answer

**The two averages weight the steps differently**

Your average gives each step the same importance; your colleague's gives step $k$ an importance proportional to $D_k$. Take a record of two steps with $D=(12,\,8)$ and $R=(-0.06,\,-0.02)$ hartree. The numerators are $N=RD=(-0.72,\,-0.16)$ hartree, so

$$
\frac{R_1+R_2}{2}=-0.040,\qquad
\frac{N_1+N_2}{D_1+D_2}=\frac{-0.88}{20}=-0.044\ \text{hartree}.
$$

The second is lower because the step with the lower energy carries more weight.

For $K$ steps, let a bar denote the plain average over the record. Since $N_k=R_kD_k$,

$$
\frac{\sum_k N_k}{\sum_k D_k}=\frac{\overline{RD}}{\overline D}.
$$

The covariance of the record, with divisor $K$, is $\mathrm{cov}_K(R,D)=\overline{RD}-\overline R\,\overline D$. Substituting for $\overline{RD}$ gives

$$
\frac{\sum_k N_k}{\sum_k D_k}=\overline R+\frac{\mathrm{cov}_K(R,D)}{\overline D}.
$$

In the two-step record the covariance is $\tfrac12[(-0.02)(2)+(0.02)(-2)]=-0.04$ hartree. Divided by $\overline D=10$, it gives the difference of $-0.004$ hartree.

Now let the run be stationary and ergodic, with finite averages and $D_k>0$. Record averages then tend to expectation values:

$$
\frac{\sum_k N_k}{\sum_k D_k}\;\longrightarrow\;\frac{E[N]}{E[D]}=E[R]+\frac{\mathrm{Cov}(R,D)}{E[D]} .
$$

The last term compares $R$ and $D$ at the same step. A longer run measures it more precisely but does not make it smaller. It vanishes if $R$ is constant, as for a trial state that is an exact eigenstate, or if $D$ is constant. The second case is your reset, and it needs a closer look.

**Which average gives the ground-state energy?**

The identity alone cannot decide this. A model small enough to solve completely can: one electron on two sites, with site energies 0 and 0.2 hartree and hopping 0.1 hartree,

$$
H=\begin{pmatrix}0&-0.1\\-0.1&0.2\end{pmatrix},\qquad G=e^{-\tau H},\qquad \tau=1\ \text{hartree}^{-1}.
$$

The eigenvalues are $0.1\pm\sqrt{0.1^2+0.1^2}$, so $E_0=-0.041421$ hartree and the gap is $\Delta=0.282843$ hartree. All elements of $G$ are positive, so there is no sign problem, and using the full exponential avoids a time-step error.

A walker sits on site $j=1$ or $2$. With the uniform trial state $(1,1)$, its local energy and its weight factor for one step are column sums:

$$
\varepsilon_j=\sum_iH_{ij},\qquad b_j=\sum_iG_{ij}.
$$

Here $\varepsilon_1=-0.1$ and $\varepsilon_2=0.1$ hartree, while $b_1=1.0955$ and $b_2=0.9139$. The site with the higher local energy has the smaller weight factor.

Start a step with $M$ equally weighted walkers, a fraction $p_j$ of them on site $j$. The mean weight factor is $B=\sum_jb_jp_j$. Population control draws $M$ new walkers independently, choosing a parent on site $j$ with probability $b_jp_j/B$. Each new walker then moves to site $i$ with probability $G_{ij}/b_j$. It therefore lands on site $i$ with probability

$$
\sum_j\frac{b_jp_j}{B}\,\frac{G_{ij}}{b_j}=\frac{(Gp)_i}{B}.
$$

This is also the expected new fraction $p'_i$. Since $B$ is fixed once $p$ is known, we may multiply by it:

$$
E[p'\,|\,p]=\frac{Gp}{B}\quad\Longrightarrow\quad E[B\,p'\,|\,p]=Gp .
$$

The projection by $G$ is reproduced without bias when the new population keeps the factor $B$. If $B$ is discarded, a random denominator remains inside the average.

Let the population remember its last $L$ factors, $W_k=B_{k-L}\cdots B_{k-1}$. Averaging first over the latest step gives

$$
E[W_kp_k]=G\,E[B_{k-L}\cdots B_{k-2}\,p_{k-1}]=\dots=G^L\bar p ,
$$

where $\bar p$ is the stationary mean of $p$. The recorded quantities are $D_k=MW_k$ and $N_k=MW_kR_k$, with $R_k=\sum_j\varepsilon_jp_{j,k}$. The factor $M$ cancels, so the ratio of sums tends to

$$
\mathcal E_L=\frac{\sum_j\varepsilon_j(G^L\bar p)_j}{\sum_j(G^L\bar p)_j}.
$$

To see where this goes, split $\bar p$ into its ground-state and excited-state parts, and let $s_0$ and $s_1$ be the sums of their components. Because $\varepsilon_j$ is a column sum of $H$, the numerator multiplies each part by its own eigenvalue:

$$
\mathcal E_L=\frac{E_0s_0+(E_0+\Delta)s_1e^{-L\tau\Delta}}{s_0+s_1e^{-L\tau\Delta}}
=E_0+\Delta\,\frac{s_1e^{-L\tau\Delta}}{s_0+s_1e^{-L\tau\Delta}} .
$$

The ratio of sums thus approaches $E_0$ exponentially in the remembered projection time $L\tau$. Your average of $R_k$ does not depend on $L$, because $W_k$ cancels within each step.

**Why resetting the weight does not help**

A reset at every step means $L=0$ and $W_k=1$. The covariance is then zero, and the ratio of sums falls back to the average of ratios. The two agree because the information that could have corrected them has been thrown away.

With $M=10$ the population has 11 possible states, and its stationary distribution can be found by linear algebra. The long-run average of ratios is $-0.035932$ hartree, which is 0.00549 hartree (0.149 eV) above $E_0$. For the ratio of sums, in hartree:

| $L$ | $\mathcal E_L-E_0$ | $\mathrm{Cov}(R,W)/E[W]$ | relative spread of $W$ |
|---|---|---|---|
| 0 | 0.00549 | 0 | 0 |
| 5 | 0.00135 | −0.00414 | 0.15 |
| 10 | 0.00033 | −0.00516 | 0.26 |
| 20 | 0.00002 | −0.00547 | 0.40 |

As the memory grows, the covariance term tends to minus the bias of your average. It is negative because populations with a high energy tend to carry a low accumulated weight.

The memory has a price: the spread of $W$ grows with $L$. Going from $L=20$ to $L=40$ removes a remainder of only 0.00002 hartree but raises the relative spread from 0.40 to 0.61. A product over the entire history would not be stationary at all, which is why a finite window is used.

**How large is the error, and what reduces it?**

Let $x$ be the fraction of walkers on site 2. The probability that a new walker lands there is

$$
q(x)=\frac{G_{21}(1-x)+G_{22}x}{B(x)},\qquad B(x)=b_1(1-x)+b_2x .
$$

An infinite population would follow $x'=q(x)$ and settle at the fixed point $x^*$ given by the ground state. The first row of $Hc=E_0c$ reads $-0.1\,c_2=E_0c_1$, so $c_2/c_1=0.41421$ and $x^*=0.41421/1.41421=0.29289$. There the energy is correct: $-0.1+0.2\,x^*=-0.04142$ hartree.

A finite population fluctuates about $x^*$, and the curvature of $q$ turns these fluctuations into a shift. Differentiating the quotient, the terms in $x$ cancel in the numerator:

$$
q'(x)=\frac{G_{22}b_1-G_{21}b_2}{B^2}=\frac{G_{11}G_{22}-G_{12}G_{21}}{B^2}=\frac{\det G}{B^2},
$$

where $b_1=G_{11}+G_{21}$ and $b_2=G_{12}+G_{22}$ were inserted. At the fixed point $B=g_0=e^{-\tau E_0}$, since $G$ multiplies the ground state by $g_0$. The determinant is the product of the two eigenvalues, $g_0\cdot g_0e^{-\tau\Delta}$. The slope at $x^*$ is therefore

$$
\lambda=e^{-\tau\Delta}=0.7536 .
$$

Differentiating once more, with $B'=b_2-b_1$,

$$
q''(x^*)=-\frac{2\det G\,B'}{B^3}=-\frac{2\lambda(b_2-b_1)}{g_0}=0.2626 .
$$

Now write $x=x^*+\delta$. The next deviation is

$$
\delta'=\lambda\delta+\tfrac12q''\delta^2+\eta ,
$$

where $\eta$ is the noise from drawing $M$ walkers. Its mean is zero and, to leading order, its variance is $x^*(1-x^*)/M$. In the stationary state $\delta'$ and $\delta$ have the same variance $\sigma^2$ and the same mean. To leading order in $1/M$,

$$
\sigma^2=\lambda^2\sigma^2+\frac{x^*(1-x^*)}{M}
\;\Rightarrow\;\sigma^2=\frac{x^*(1-x^*)}{M(1-\lambda^2)},
$$

$$
\langle\delta\rangle=\lambda\langle\delta\rangle+\tfrac12q''\sigma^2
\;\Rightarrow\;\langle\delta\rangle=\frac{q''\sigma^2}{2(1-\lambda)} .
$$

The local energy is linear in $x$ with slope $\varepsilon_2-\varepsilon_1$, so

$$
E[R]-E_0\simeq-\frac{(\varepsilon_2-\varepsilon_1)(b_2-b_1)\,\lambda\,x^*(1-x^*)}{M\,g_0(1-\lambda)(1-\lambda^2)} .
$$

Since $b_2<b_1$ while $\varepsilon_2>\varepsilon_1$, the shift is upward. In numbers, $M\sigma^2=0.4794$ and

$$
M\,(E[R]-E_0)\simeq\frac{0.2\times0.2626\times0.4794}{2\times0.2464}=0.0511\ \text{hartree}.
$$

For $M=10$ this predicts 0.0051 hartree, about 7% below the full solution, 0.0055 hartree. The product of $M$ and the bias falls from 0.0549 hartree at $M=10$ to 0.0513 hartree at $M=320$, and its extrapolation agrees with the formula. More walkers reduce the error as $1/M$; more steps do not.

The time step matters too. For $\tau\Delta\ll1$ we have $b_j\simeq1-\tau\varepsilon_j$, $1-\lambda\simeq\tau\Delta$ and $1-\lambda^2\simeq2\tau\Delta$, while $\lambda/g_0\to1$. The formula becomes

$$
E[R]-E_0\simeq\frac{(\varepsilon_2-\varepsilon_1)^2x^*(1-x^*)}{2M\tau\Delta^2},
$$

valid while $M\tau\Delta\gg1$, so that the fluctuations remain small. At fixed $M$ the bias grows as the step shrinks, because this scheme redraws all walkers at every step and so injects sampling noise more often per unit of projection time. Other resampling schemes inject different noise, and this coefficient does not carry over to them. In the opposite limit, $\tau\Delta\gg1$, the bias falls in proportion to $\lambda$: a single step already projects onto the ground state.

**The ratio of sums has a bias too, but a fading one**

For a finite run, the expectation of a quotient is not the quotient of the expectations. Let $w=E[W]$ and $a_k=W_k(R_k-\mathcal E_L)$, which has zero mean by the definition of $\mathcal E_L$. Then

$$
\frac{\sum_kN_k}{\sum_kD_k}-\mathcal E_L=\frac{\bar a}{\overline W}
\simeq\frac{\bar a}{w}\left(1-\frac{\overline W-w}{w}\right).
$$

In the expectation value the terms linear in $\bar a$ drop out, leaving $-E[\bar a\,\overline W]/w^2$. A run of $K$ steps contains $K-|d|$ ordered pairs of steps with separation $d$, so

$$
\text{bias}\simeq-\frac1K\sum_d\left(1-\frac{|d|}{K}\right)\frac{E[a_kW_{k+d}]}{w^2}.
$$

Correlations die out at large $|d|$, so the sum tends to a constant and the bias falls as $1/K$. The neglected terms are of order $1/K^2$.

A simulation of 10,000 independent runs with $M=10$ and $L=20$ gives the following mean deviations from $E_0$, in hartree. The last column is the bias formula plus the window remainder $\mathcal E_L-E_0$.

| $K$ | mean of ratios | ratio of sums | predicted ratio of sums |
|---|---|---|---|
| 100 | 0.00542 | 0.00202 | 0.00199 |
| 400 | 0.00544 | 0.00052 | 0.00056 |
| 1600 | 0.00542 | 0.00011 | 0.00016 |

The standard errors of these means fall from about 0.00012 hartree at $K=100$ to 0.00003 hartree at $K=1600$. At $K=1600$ both simulated values lie about two standard errors below their predictions. The rows are not independent, since the shorter records are the beginnings of the longer ones.

One bias stays and the other fades. Meanwhile the statistical spread of your average in a single run drops from 0.0124 hartree at $K=100$ to 0.0032 hartree at $K=1600$, roughly as $K^{-1/2}$. It equals the lasting bias at

$$
K\approx1600\left(\frac{0.003166}{0.005490}\right)^2\approx530\ \text{steps}.
$$

Beyond that length, the error bar of the averaged ratios is smaller than their error. With $L=20$ the ratio of sums is not noisier, despite its fluctuating weights: its single-run spread at $K=1600$ is 0.0028 hartree. A much longer window loses this advantage, because the spread of $W$ keeps growing with $L$.

**What to do with your data**

Add up $N_k$ and $D_k$ separately over the whole equilibrated run and divide once, with $D_k$ containing the control factors of a suitable window. If your code resets the weights but has saved each $B_k$ along with $R_k$, you can rebuild $W_k$ afterwards and compute $\sum_kW_kR_k/\sum_kW_k$. Increase $L$ until the energy stops changing within its error bar, but no further: at fixed run length a much longer window raises both the noise and the $1/K$ bias of the ratio of sums. Then repeat the calculation with a different $M$.

Do not average the quotients of short blocks to obtain the final energy. The row $K=100$ shows why: in this model, averaging the quotients of many 100-step blocks would leave a bias of about 0.002 hartree, however many blocks there were.

Blocks are still useful for the error bar. Let $N_b$ and $D_b$ be the sums over block $b$ of $n$ equal blocks, each much longer than the window and the relaxation time. Let $\hat E=\sum_bN_b/\sum_bD_b$ and $u_b=N_b-\hat E D_b$. The leading term $\bar a/w$ above shows that the error of the quotient is the error of the mean residual divided by the mean denominator. The $u_b$ add up to zero, so

$$
\text{standard error}\simeq\frac{1}{\overline{D_b}}\sqrt{\frac{\sum_bu_b^2}{n(n-1)}} .
$$

All this relies on a denominator that stays away from zero. If a sign or phase problem lets $D_k$ pass close to zero while $N_k$ does not, single ratios become arbitrarily large and their average may not exist. The ratio of sums then still has a meaning as long as $E[D]\neq0$, but the expansion used for its bias and error bar requires the relative fluctuation of $\overline D$ to be small.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Site energies: 0 and 0.2 hartree; hopping: 0.1 hartree
Time step: 1.0 1/hartree; walkers M: 10 ; main window L: 20
Ground energy E0: -0.041421 hartree; gap: 0.282843 hartree
Local energies: -0.1000, 0.1000 hartree
Weight factors b1, b2: 1.095472, 0.913901
Two-step record: D = [12.  8.] ; R = [-0.06 -0.02] hartree
  N = [-0.72 -0.16] hartree
  mean of ratios -0.0400, ratio of sums -0.0440 hartree
  covariance -0.0400 hartree, over mean D -0.0040 hartree
Long-run mean of ratios: -0.035932 hartree
  its bias: 0.005490 hartree = 0.14938 eV
Window L | ratio of sums | minus E0 | Cov/E[W] (hartree) | rel. spread of W
   0 | -0.035932 | 0.005490 | 0.000000 | 0.000
   5 | -0.040067 | 0.001355 | -0.004135 | 0.155
  10 | -0.041091 | 0.000331 | -0.005159 | 0.256
  20 | -0.041402 | 0.000020 | -0.005470 | 0.399
  40 | -0.041421 | 0.000000 | -0.005490 | 0.610
Fixed point x*: 0.292893; slope: 0.753638; g0: 1.042291
Curvature: 0.262574; M*variance of x, formula: 0.479381
M*bias, large-M formula: 0.051093 hartree
Walkers M | exact bias (hartree) | M*bias (hartree)
   10 | 0.005490 | 0.054897
   20 | 0.002678 | 0.053562
   40 | 0.001311 | 0.052437
   80 | 0.000647 | 0.051786
  160 | 0.000322 | 0.051444
  320 | 0.000160 | 0.051269
Independent simulated runs: 10000 ; energies below in hartree, minus E0
Steps K | mean of ratios | ratio of sums | predicted ratio of sums
   100 | 0.005418 +- 0.000124 | 0.002021 +- 0.000117 | 0.001988
       spread of one run: mean of ratios 0.012448, ratio of sums 0.011713
   400 | 0.005437 +- 0.000063 | 0.000519 +- 0.000058 | 0.000558
       spread of one run: mean of ratios 0.006320, ratio of sums 0.005768
  1600 | 0.005423 +- 0.000032 | 0.000106 +- 0.000028 | 0.000157
       spread of one run: mean of ratios 0.003166, ratio of sums 0.002844
Run length where error bar equals the lasting bias: about 532 steps
```
